\section*{Why PT Symmetry Exchanges the Shift and Injection Photocurrents of Antiferromagnets}

\section{The two currents}

Q: In nonmagnetic polar crystals I see a shift current with linear light and an injection current with circular light. Before I try an antiferromagnet, where do the two currents come from?

A: From one kinetic equation. Take independent electrons of charge $q=-e$ in an insulator at zero temperature, a uniform field $E_ae^{-izt}+\text{c.c.}$ with $z=\omega+i\gamma$ (a slow switch-on), and $\hbar=1$. With the orbital positions kept in the Bloch phases, the field enters as $H(k_0-qA)$, so the momentum $k=k_0-qA$ drifts at $\dot k=q\mathcal E(t)$, where $\mathcal E$ is the real field. Then
\begin{equation}
\partial_t\rho+q\,\mathcal E_a\partial_a\rho=-i[H,\rho],\qquad j^c=q\int[dk]\,\mathrm{Tr}[\partial_cH\,\rho],
\end{equation}
with $\partial_a=\partial/\partial k_a$ and $[dk]=d^dk/(2\pi)^d$. Write $H=\sum_L\varepsilon_LP_L$, where $P_L$ projects on a multiplet of bands degenerate at every $k$; I assume that different multiplets do not touch. Differentiating $P^2=P$ and multiplying by $P$ on both sides gives $P\,\partial P\,P=0$. Differentiating $P_LP_M=0$ gives $\partial P_L\,P_M=-P_L\,\partial P_M$, and its adjoint. The interband dipole is $r^a_{MN}=iP_M\partial_aP_N\,P_N$, with elements $i\langle m|\partial_an\rangle$, and the second rule gives $(r^a_{MN})^\dagger=r^a_{NM}$. For any numbers $c_L$ the two rules leave the terms $L=N$ and $L=M$:
\begin{equation}
\sum_Lc_L\,P_N\partial_aP_L\,P_M=-i(c_M-c_N)\,r^a_{NM}\quad(N\ne M),
\label{rule}
\end{equation}
and zero for $N=M$. Hence $P_M\partial_cH\,P_M=\partial_c\varepsilon_M\,P_M$, one velocity per multiplet, and $P_N\partial_cH\,P_M=-i\omega_{MN}r^c_{NM}$ with $\omega_{MN}=\varepsilon_M-\varepsilon_N$.

Apply \eqref{rule} to $\rho_0=\sum_Lf_LP_L$, with $f_{NM}=f_N-f_M$. The first order, $\rho_1e^{-izt}+\text{h.c.}$, obeys $i(\omega_{MN}-z)\rho_{1,MN}=-qE_a(\partial_a\rho_0)_{MN}=iqf_{NM}E_ar^a_{MN}$, so
\begin{equation}
\rho_{1,MN}=\frac{qf_{NM}E_ar^a_{MN}}{x-i\gamma},\qquad x=\omega_{MN}-\omega ,
\end{equation}
with no diagonal blocks. The non-oscillating second order grows as $e^{2\gamma t}$; at $t=0$,
\begin{equation}
(2\gamma+i\omega_{MN})\rho_{2,MN}=-qS_{MN},\qquad S=E_b^*\partial_b\rho_1+\text{h.c.}
\end{equation}

The diagonal blocks are populations. Since $\mathrm{Tr}P_L\rho_1=0$, we have $\mathrm{Tr}P_L\partial_b\rho_1=-\mathrm{Tr}\,\partial_bP_L\,\rho_1$, and \eqref{rule} with $c_L=\partial_c\varepsilon_L$ supplies $-i\Delta^cr^b_{NM}$, where $\Delta^c=\partial_c\omega_{MN}$. Define $Q^{ab}=\mathrm{Tr}\,r^b_{NM}r^a_{MN}$; the product $E_aE_b^*Q^{ab}$ is the trace of a matrix times its adjoint, hence real. Using $-i/(x-i\gamma)+\text{c.c.}=2\gamma/(x^2+\gamma^2)$,
\begin{equation}
j^c_{\rm d}=\frac{q^2}{2\gamma}\int[dk]\sum_{MN}\Big[-i\Delta^cE_b^*\mathrm{Tr}\,r^b_{NM}\rho_{1,MN}+\text{c.c.}\Big]
=q^3E_aE_b^*\int[dk]\sum_{MN}\frac{f_{NM}\Delta^cQ^{ab}}{x^2+\gamma^2}.
\label{jd}
\end{equation}

The off-diagonal blocks give $q^2\sum\mathrm{Tr}[r^c_{NM}S_{MN}]\,i\omega_{MN}/(i\omega_{MN}+2\gamma)$. Split the last factor as $1-2\gamma/(i\omega_{MN}+2\gamma)$ and keep the second piece aside as $j_{\rm rem}$. In the first piece the blocks add to $R^c=i\sum_L\partial_cP_L\,P_L$, and an integration by parts over the zone gives $-q^2E_b^*\int\mathrm{Tr}[\partial_bR^c\rho_1]+\text{c.c.}$ The derivative can be moved to the current direction. Let $r^b_{NM;c}=P_N\partial_c(r^b_{NM})P_M$. Expanding both objects with the product rule,
\begin{align}
P_N\partial_bR^cP_M&=iP_N\partial_b\partial_cP_M\,P_M+i\sum_LP_N\partial_cP_L\,\partial_bP_L\,P_M,\\
r^b_{NM;c}&=iP_N\partial_b\partial_cP_M\,P_M+iP_N\partial_cP_N\,\partial_bP_M\,P_M+iP_N\partial_bP_M\,\partial_cP_M\,P_M .
\end{align}
In the first line, $L=M$ vanishes because $P_N\partial_cP_M=P_N\partial_cP_M\,P_M$ meets $P_M\partial_bP_M\,P_M=0$, and $L=N$ vanishes because $\partial_bP_N\,P_M=P_N\partial_bP_N\,P_M$ completes $P_N\partial_cP_N\,P_N=0$. In the second line the last term vanishes like $L=M$. In the middle term insert $1=\sum_LP_L$: $L=N,M$ drop, and for the others $P_N\partial_cP_N\,P_L=-P_N\partial_cP_L\,P_L$ and $P_L\partial_bP_M\,P_M=-P_L\partial_bP_L\,P_M$; the two signs cancel. Therefore
\begin{equation}
P_N\partial_bR^cP_M=r^b_{NM;c}=iP_N\partial_b\partial_cP_M\,P_M+i\!\!\sum_{L\ne N,M}\!\!P_N\partial_cP_L\,\partial_bP_L\,P_M .
\label{id}
\end{equation}
Define $C^{bca}=\mathrm{Tr}\,r^b_{NM}r^a_{MN;c}$. Taking adjoints inside the trace, $\mathrm{Tr}\,r^b_{NM;c}r^a_{MN}=C^{acb*}$, and the product rule gives $\partial_cQ^{ab}=C^{bca}+C^{acb*}$. Relabelling $a\leftrightarrow b$ in the conjugate term,
\begin{align}
j^c_{\rm o}&=-q^3E_aE_b^*\int[dk]\sum f_{NM}\Big[\frac{C^{acb*}}{x-i\gamma}+\frac{C^{bca}}{x+i\gamma}\Big]\nonumber\\
&=q^3E_aE_b^*\int[dk]\sum f_{NM}\Big[-\frac{x\,\partial_cQ^{ab}}{x^2+\gamma^2}+\frac{i\gamma\,(C^{bca}-C^{acb*})}{x^2+\gamma^2}\Big].
\end{align}
In an insulator $f_{NM}$ does not depend on $k$, so the first term integrates by parts to $Q^{ab}\Delta^c(\gamma^2-x^2)/(x^2+\gamma^2)^2$. Added to \eqref{jd} it gives the weight
\begin{equation}
\frac{1}{x^2+\gamma^2}+\frac{\gamma^2-x^2}{(x^2+\gamma^2)^2}=\frac{2\gamma^2}{(x^2+\gamma^2)^2}=\frac{2\pi}{2\gamma}\,\tilde\delta_\gamma(x),\qquad\tilde\delta_\gamma=\frac{2\gamma^3/\pi}{(x^2+\gamma^2)^2}.
\label{w}
\end{equation}
Differentiating $\int dx/(x^2+\gamma^2)=\pi/\gamma$ with respect to $\gamma^2$ shows that $\tilde\delta_\gamma$ has unit area. The $1/x^2$ tails cancel, so transitions off resonance, including pairs with $M$ occupied, drop out as $\gamma\to0$. The factor $1/2\gamma=\int_{-\infty}^0e^{2\gamma t}dt$ is the illumination time, which marks this term as a rate. With $\gamma/(x^2+\gamma^2)\to\pi\delta(x)$ in the other term and $\hbar$ restored, $dj^c/dt=\eta^{c;ab}E_aE_b^*$ and $j^c=\sigma^{c;ab}E_aE_b^*$, where
\begin{align}
\eta^{c;ab}&=\frac{2\pi q^3}{\hbar^2}\int[dk]\sum_{N\,\rm occ,\,M\,\rm emp}\Delta^cQ^{ab}\,\delta(\omega_{MN}-\omega),\label{eta}\\
\sigma^{c;ab}&=\frac{i\pi q^3}{\hbar^2}\int[dk]\sum_{N\,\rm occ,\,M\,\rm emp}(C^{bca}-C^{acb*})\,\delta(\omega_{MN}-\omega).\label{sig}
\end{align}
Injection is charge times excitation rate times velocity change. For shift, take single bands and $a=b$, with $r^a_{mn}=|r|e^{i\phi}$ and $\mathcal A_n=i\langle n|\partial_cn\rangle$. Differentiating $|m\rangle r\langle n|$ gives $r_{;c}=\partial_cr-i(\mathcal A_m-\mathcal A_n)r$, so $i(C-C^*)=-2\,\mathrm{Im}\,C=2|r|^2(\mathcal A_m-\mathcal A_n-\partial_c\phi)$: the same rate times a displacement. In a metal the last integration by parts leaves a Fermi-surface term, and these formulas are incomplete.

Q: What happened to the piece you set aside?

A: With $W^c=-\sum2\gamma\,r^c_{NM}/(i\omega_{MN}+2\gamma)$, one integration by parts gives $j^c_{\rm rem}=-q^2E_b^*\int\mathrm{Tr}[\partial_bW^c\rho_1]+\text{c.c.}$ If all multiplets are separated by finite gaps, $\partial_bW^c$ is smooth and of order $\gamma$, and the integral of a smooth function against $1/(x-i\gamma)$ stays finite when $\omega$ is not at a van Hove point. So $j_{\rm rem}=O(\gamma)$ under those conditions.

\section{Linear and circular light}

Q: Neither formula mentions polarization. How do the channels separate?

A: Write $E_aE_b^*=L_{ab}+iK_{ab}$ with $L$ real symmetric and $K$ real antisymmetric; $K=0$ for linear light. Both kernels are Hermitian in $ab$: $Q^{ab*}=Q^{ba}$, and $[i(C^{bca}-C^{acb*})]^*=i(C^{acb}-C^{bca*})$. The real part of each tensor is thus symmetric and its imaginary part antisymmetric, and $\eta^{ab}E_aE_b^*=\mathrm{Re}\,\eta^{ab}L_{ab}-\mathrm{Im}\,\eta^{ab}K_{ab}$. For $E=|E|(1,i)/\sqrt2$, $K_{xy}=-|E|^2/2=-K_{yx}$, and the helicity-dependent current is $\mathrm{Im}\,\eta^{c;xy}|E|^2$, likewise for $\sigma$.

Set $Q^{ab}=g^{ab}+\tfrac i2\Omega^{ab}$. Summed over all occupied and empty states, $Q^{ab}=\sum_n\langle\partial_bn|(1-P_{\rm occ})|\partial_an\rangle$. Its real part is the quantum metric of the occupied space. The $P_{\rm occ}$ term is a trace of two Hermitian connection matrices, hence real, so $\Omega^{ab}=2\,\mathrm{Im}\sum_n\langle\partial_bn|\partial_an\rangle$ is the Berry curvature $\partial_a\mathcal A_b-\partial_b\mathcal A_a$. In \eqref{eta} each pair $MN$ carries its own delta function, so $g$ and $\Omega$ there are pair-resolved. The four kernels are $\Delta^cg^{ab}$ (linear injection), $\Delta^c\Omega^{ab}/2$ (circular injection), $-\mathrm{Im}(C^{bca}+C^{acb})$ (linear shift) and $\mathrm{Re}(C^{bca}-C^{acb})$ (circular shift).

\section{Parities}

Q: Then which survive in my nonmagnetic crystal, and which in a PT-symmetric antiferromagnet?

A: Compare a crystal with its transformed partner. Inversion gives $H^P(k)=UH(-k)U^\dagger$, time reversal $H^T(k)=UH(-k)^*U^\dagger$, and the product $H^{PT}(k)=UH(k)^*U^\dagger$. Each $U$ is independent of $k$: the basis state $\sum_Re^{ik\cdot(R+\tau)}|R+\tau\rangle$ goes into a basis state of the same form, and an added translation multiplies all orbitals by one phase, which cancels in $H$. The projectors transform like $H$. Put $Y^a=P_M\partial_aP_N\,P_N$, so that $Q^{ab}=\mathrm{Tr}\,Y^{b\dagger}Y^a$ and $C^{bca}=\mathrm{Tr}\,Y^{b\dagger}\partial_cY^a$ contain no explicit $i$. A reversal of $k$ costs one sign per derivative by the chain rule, an antiunitary operation conjugates the trace, and $U$ cancels in it. $Q$ has two derivatives, $C$ three and the real $\Delta$ one:
\begin{align}
P:&\quad Q(-k),\ -C(-k),\ -\Delta(-k) &&\Rightarrow\ \eta\to-\eta,\ \ \sigma\to-\sigma,\\
T:&\quad Q(-k)^*,\ -C(-k)^*,\ -\Delta(-k) &&\Rightarrow\ \eta\to-\eta^*,\ \ \sigma\to\sigma^*,\\
PT:&\quad Q(k)^*,\ C(k)^*,\ \Delta(k) &&\Rightarrow\ \eta\to\eta^*,\ \ \sigma\to-\sigma^* .
\end{align}
The integration variable was renamed $k\to-k$ in the first two lines. The extra sign for $\sigma$ comes from the $i$ in \eqref{sig}: under $T$ the kernel becomes $i(-C^{bca*}+C^{acb})$, the conjugate of the original, and under $PT$ it becomes minus that.

A symmetric crystal is its own partner. With $T$, $\eta=-\eta^*$ and $\sigma=\sigma^*$: circular injection and linear shift remain. With $PT$, $\eta=\eta^*$ and $\sigma=-\sigma^*$: linear injection, with kernel $\Delta g$, and circular shift remain. The swap follows because all four channels are odd under $P$, so the $PT$ parity of each is minus its $T$ parity.

The two cancellations differ in kind. Under $T$, $g$ and $\mathrm{Im}\,C$ are even in $k$ while $\Omega$, $\mathrm{Re}\,C$ and $\Delta$ are odd; the forbidden kernels are odd and cancel between $k$ and $-k$. Under $PT$, $Q$ and $C$ are real at each $k$, so the forbidden kernels vanish pointwise, whatever real weight, such as a $k$-dependent lifetime, multiplies them. The trace matters here. For spin-$\frac12$ electrons $\Theta=PT$ has $\Theta^2=-1$, and antiunitarity gives $\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|\Theta\psi\rangle=0$. Each band is a Kramers doublet at every $k$, and reality is shown for the trace over doublets.

Q: A current is odd under time reversal and $L_{ab}$ is even. Should the linear shift coefficient not be odd?

A: Running time backwards also turns the switch-on into a switch-off, $\gamma\to-\gamma$. The weight \eqref{w} is even in $\gamma$, so your count holds for injection: $\mathrm{Re}\,\eta$ is odd, and $\mathrm{Im}\,\eta$, which multiplies the odd helicity $K$, is even. The shift weight $\gamma/(x^2+\gamma^2)$ is odd in $\gamma$ and supplies one more sign. This reproduces the $T$ line above. Both currents of the $PT$ magnet are $T$-odd, so they reverse with the N\'eel vector and cancel between equal volumes of opposite domains.

Q: Will any antiferromagnet with PT do?

A: No. If $P$ or $T$ survives, then with $PT$ both do, and $P$ removes everything. $T$ times a translation obeys the $T$ line, so a magnet with that symmetry behaves as a nonmagnetic crystal. A collinear magnet without spin-orbit coupling also fails: $H$ is block diagonal in the spin along the ordering axis, and with real hoppings each block obeys $H_s(k)^*=H_s(-k)$. That imposes the $T$ line, and together with the $PT$ line it leaves no charge current.

\section{The metric}

Q: Does the metric control the circular shift too?

A: With two multiplets it does. The real part of $\partial_cQ^{ab}=C^{bca}+C^{acb*}$ reads $\partial_cg^{ab}=G_{bca}+G_{acb}$ with $G=\mathrm{Re}\,C$. With no third multiplet the sum in \eqref{id} is empty, so $G_{bca}=G_{bac}$, which makes $G$ the Christoffel symbol of $g$. Then
\begin{equation}
\partial_ag^{bc}-\partial_bg^{ac}=(G_{cab}+G_{bac})-(G_{cba}+G_{abc})=G_{bca}-G_{acb},
\label{curl}
\end{equation}
the circular-shift kernel. A third doublet restores the sum: in a random six-band $PT$ model the two sides differ by 0.37 of the largest kernel value, against $2\times10^{-8}$ for the two-doublet model below.

For $H=d\cdot\Gamma$ with anticommuting $4\times4$ matrices, $P_N=(1-\hat d\cdot\Gamma)/2$. Since $P_N\partial_bP_N\,P_M=P_N\partial_bP_N$,
\begin{equation}
Q^{ab}=\tfrac18\mathrm{Tr}\big[(1-\hat d\cdot\Gamma)(\partial_b\hat d\cdot\Gamma)(\partial_a\hat d\cdot\Gamma)\big]=\tfrac12\partial_a\hat d\cdot\partial_b\hat d,
\end{equation}
and in the same way $C^{bca}=\frac12\partial_b\hat d\cdot\partial_a\partial_c\hat d$. Here $\mathrm{Tr}\,\Gamma_i\Gamma_j=4\delta_{ij}$. The cubic trace, which would be the imaginary part, vanishes: three distinct $\Gamma$ change sign under conjugation by a fourth, and repeated ones reduce to one traceless $\Gamma$.

\section{A model with numbers}

Q: Can you show both cases in one crystal?

A: Take a square lattice with two sublattices $\tau$, spin $s$, round model parameters and $k$ in units of $1/a$:
\begin{align}
H={}&\cos\tfrac{k_x}2\big(t\,\tau_x\cos\tfrac{k_y}2+\delta\,\tau_y\sin\tfrac{k_y}2\big)+\lambda\tau_z(s_y\sin k_x-s_x\sin k_y)\nonumber\\
&+J\tau_zs_x+m\tau_z,
\end{align}
with $t=1$, $\delta=0.5$, $\lambda=0.3$ eV, $a=4$ \AA, two bands filled. With $U_P=\tau_x$ and $U_T=is_y$ the first line has $P$ and $T$. The exchange term is odd under each and keeps $PT$; the staggered potential $m$ keeps $T$. The mirror $k_x\to-k_x$ with $U=is_x$ survives both and removes components with an odd number of $x$ indices.

On a $400^2$ grid at $\hbar\omega=1$ eV, with the delta function replaced by a Gaussian of width $w=0.02$ eV times $\tfrac32-x^2/2w^2$, which has zero second moment, the channels are as follows ($\eta$ in A\,m\,V$^{-2}$s$^{-1}$, $\sigma$ in nm\,$\mu$A/V$^2$, for sheet currents; 0 means below $10^{-13}$ in these units, the rounding level):
\begin{center}
\begin{tabular}{lcccc}
 & Re $\eta^{y;xx}$ & Im $\eta^{x;xy}$ & Re $\sigma^{y;xx}$ & Im $\sigma^{x;xy}$\\
$J=0.6$ eV & 7.76 & 0 & 0 & $-1.33$\\
$m=0.6$ eV & 0 & $-7.44$ & $-15.7$ & 0
\end{tabular}
\end{center}
In the $T$ crystal spin-split bands touch at isolated points, which the $O(\gamma)$ bound on the remainder does not cover, and its row is the smeared value of \eqref{eta} and \eqref{sig}. The resonant pair has a saddle point at 1.04 eV, two widths from the photon energy, so the shift entry depends on the smearing: widths of 0.01 and 0.005 eV on finer grids give $-15.5$ (a plain Gaussian of width 0.02 eV gives $-16.2$), while $-7.44$ does not move. With $J=0.6$ and $m=0.15$ eV together all four channels are nonzero; $J\to-J$ is the $T$ partner and $m\to-m$ the $PT$ partner. The first flips linear injection and circular shift, the second flips the other two, as the numerical output shows. At $\lambda=0$ and 1.5 eV every component of the $J$ crystal is below $10^{-17}$ in reduced units.

For the $J$ crystal, $d=(t\cos\frac{k_x}2\cos\frac{k_y}2,\ \delta\cos\frac{k_x}2\sin\frac{k_y}2,\ \lambda\sin k_x,\ J-\lambda\sin k_y)$ and $\hbar\omega_{MN}=2|d|\ge2(J-\lambda)=0.6$ eV, reached at $(\pi,\pi/2)$. At 1 eV the resonance is a closed curve of radius $\varrho=0.84$ to $1.23$ around that point, and a sharp delta gives $\int[dk]F\delta=(2\pi)^{-2}\oint d\theta\,\varrho F/\partial_\varrho\omega_{MN}$. With energies in eV, the units are $e^3a/\hbar^2=147.92$ A\,m\,V$^{-2}$s$^{-1}$ and $e^2a/(\hbar\cdot1\,\mathrm V)=97.37$ nm\,$\mu$A/V$^2$, and $q^3\to-1$:
\begin{align}
\eta^{y;xx}&=-2\pi(-0.008349)=0.05246\ \to\ 7.76\ \mathrm{A\,m\,V^{-2}s^{-1}},\\
\mathrm{Im}\,\sigma^{x;xy}&=-\pi(0.004361)=-0.01370\ \to\ -1.334\ \mathrm{nm\,\mu A/V^2}.
\end{align}
The grid sums over states reproduce both to the five decimals printed. The contour average of $\Delta^yg^{xx}$ is $-0.008349/0.27899=-0.030$ eV\,$a^3$, a residue of cancellation: at $t=\delta$ the map $k_y\to\pi-k_y$ exchanges $d_1$ and $d_2$, so $g^{xx}$ is even while $\Delta^y$ and the kernel \eqref{curl} for $c=a=x$, $b=y$ are odd, and both currents would vanish.

Q: What would I measure at 1 kW/cm$^2$?

A: With $I=2\epsilon_0c|E|^2=10^7$ W/m$^2$, $|E|=4.34\times10^4$ V/m, taken as the field in the sheet. Injection needs a lifetime; in a single-relaxation-time estimate $j=\tau\eta|E|^2$, with $\tau=50$ fs chosen, $\tau\eta^{y;xx}=7.76\times50\times10^{-15}=388$ nm\,$\mu$A/V$^2$. Then $x$-polarized light gives $j_y=388\times10^{-15}(4.34\times10^4)^2\approx730$ $\mu$A/m, and circular light gives $j_x=-1.334\times10^{-15}(4.34\times10^4)^2\approx-2.5$ $\mu$A/m, about 290 times smaller at this $\tau$. Circular light also drives a helicity-independent injection along $y$ with coefficient $(0.05246-0.00959)/2$, and the mirror keeps that out of $j_x$. Imperfect polarization does reach $j_x$: $\tau\eta^{x;xy}=0.01097\times147.92\times50\times10^{-15}\approx81$ nm\,$\mu$A/V$^2$ enters as $2\tau\eta^{x;xy}L_{xy}$ and equals the shift signal at $L_{xy}/|E|^2=1.334/162\approx0.008$. In the limit $\gamma\to0$ the shift is the part of $j_x$ odd in helicity at fixed $L$; at finite $\gamma$ that part also contains the remainder. Scattering-induced currents, excitons and photon momentum lie outside this treatment.

Q: How do I know the formulas are right, and not merely self-consistent?

A: The same current was computed from the expansion of $H(k-qA)$ in $A$, which uses no dipoles or connections. It equals injection plus shift plus remainder at finite $\gamma$, with a residual below $5\times10^{-11}$ of the largest current component. That expansion agrees with direct time propagation at one $k$ to $6\times10^{-6}$ of the larger component. In random six-band models each parity rule holds to rounding for its own symmetry and fails by a relative 0.35 or more otherwise.

The finite-$\gamma$ numbers, in reduced units with $\gamma$ as an energy, also show how slowly the limit is reached. For $x$-polarized light $2\gamma j_y^{\rm inj}$ is $0.32\times0.1561=0.0500$ and $0.16\times0.3238=0.0518$ at $\gamma=0.16$ and $0.08$ eV, against 0.0525 for the sharp delta. For circular light the full $j_x$ is $-0.0076$ and $-0.0104$, against $-0.0137$ for the sharp delta. It is the sum of the smeared shift term, $-0.01495$ and $-0.01526$, and the remainder, $+0.00734$ and $+0.00482$, so the two deviations from the sharp value partly offset each other. Halving $\gamma$ reduced the norm of the remainder by a factor 0.69, not 0.5, and its linear-light part along $y$ grew slightly, from $-0.0011$ to $-0.0012$. These two rates therefore do not display the linear law. The expansion $-2\gamma/(i\omega_{MN}+2\gamma)=2i\gamma/\omega_{MN}-4\gamma^2/\omega_{MN}^2+\dots$ has parameter $2\gamma/\omega_{MN}$, up to $0.32/0.6$ at the gap, which is not small. That is only part of the reason: with the first term alone the factor is still 0.62, because $\rho_1$ itself depends on $\gamma$ through $1/(x-i\gamma)$. Further halvings, to 0.04 and 0.02 eV, give factors of 0.59 and 0.54, which move toward 0.5. In this model a switch-on rate of 8\% of the photon energy leaves the circular current about a quarter below its sharp value in magnitude, while the forbidden entries, linear shift and circular injection, are zero to the printed digits at both rates.

\section*{Computed results}
\begin{verbatim}
t=1.0 eV, delta=0.5 eV, lambda=0.3 eV, a=4.0 A, photon=1.0 eV
PT crystal J=0.6 eV; T crystal m=0.6 eV; generic J=0.6 eV, m=0.15 eV
PT crystal smallest direct gap on 180^2 grid = 0.600 eV
random 6-band, symmetry PT: relative violation of rule P=1.1e+00, T=1.1e+00, PT=9.0e-16
random 6-band, symmetry T: relative violation of rule P=1.9e+00, T=2.2e-15, PT=9.3e-01
random 6-band, symmetry P: relative violation of rule P=4.3e-15, T=7.0e-01, PT=3.5e-01
random 6-band, symmetry none: relative violation of rule P=1.9e+00, T=1.9e+00, PT=9.0e-01
circular kernel vs metric curl, rel. mismatch: 2 doublets 2.3e-08, 3 doublets 0.371
real time vs velocity gauge, rel. difference = 5.8e-06
shift unit e^2 a/(hbar V) = 97.37 nm uA/V^2
injection unit e^3 a/hbar^2 = 147.92 A m V^-2 s^-1
switch-on currents per |E|^2 in shift units: full = injection + shift + remainder
 GEN gam=0.16 eV j_y, x-linear: 0.12140 = 0.11567 + 0.01935 + -0.01362
 GEN gam=0.16 eV j_x, circular: 0.06284 = 0.06601 + -0.01155 + 0.00837
 GEN gam=0.16 eV largest rel. residual = 6.8e-16
 PT gam=0.16 eV j_y, x-linear: 0.15502 = 0.15610 + 0.00000 + -0.00108
 PT gam=0.16 eV j_x, circular: -0.00761 = 0.00000 + -0.01495 + 0.00734
 PT gam=0.16 eV largest rel. residual = 5.5e-16
 PT gam=0.08 eV j_y, x-linear: 0.32258 = 0.32379 + 0.00000 + -0.00121
 PT gam=0.08 eV j_x, circular: -0.01044 = 0.00000 + -0.01526 + 0.00482
 PT gam=0.08 eV largest rel. residual = 4.1e-11
PT remainder ratio gam 0.08/0.16 = 0.693
generic (J,m), Lorentz 0.15 eV: LI 0.03298 CI 0.01741 LS 0.01818 CS -0.01164 (reduced units)
generic (-J,m), Lorentz 0.15 eV: LI -0.03298 CI 0.01741 LS 0.01818 CS 0.01164 (reduced units)
generic (J,-m), Lorentz 0.15 eV: LI 0.03298 CI -0.01741 LS -0.01818 CS -0.01164 (reduced units)
PT crystal lambda=0, photon 1.5 eV: largest component = 9.6e-18 (reduced units)
grid 400^2, delta width 0.02 eV; LI=Re eta^y;xx CI=Im eta^x;xy LS=Re sig^y;xx CS=Im sig^x;xy
 PT: LI 7.76, CI -9.227e-16 A m V^-2 s^-1
 PT: LS -1.249e-15, CS -1.334 nm uA/V^2
 T: LI 3.815e-14, CI -7.438 A m V^-2 s^-1
 T: LS -15.71, CS 6.928e-15 nm uA/V^2
PT contour around (pi,pi/2)/a: radius 0.836 to 1.231 1/a
joint density of doublet pairs = 0.27899 eV^-1 a^-2
Int Delta^y g^xx delta = -0.008349 a; Int (C^yxx - C^xxy) delta = 0.004361 a/eV
PT eta^y;xx: contour 0.05246, grid 0.05246 (reduced units)
PT eta^y;yy: contour -0.00959, grid -0.00959 (reduced units)
PT eta^x;xy: contour 0.01097, grid 0.01097 (reduced units)
PT Im sigma^x;xy: contour -0.01370, grid -0.01370 (reduced units)
PT eta^y;xx = 7.7601 A m V^-2 s^-1
PT tau*eta^y;xx at tau=50 fs = 388.00 nm uA/V^2
PT Im sigma^x;xy = -1.334 nm uA/V^2
intensity 1e+07 W/m^2: |E| = 4.34e+04 V/m
sheet current j_y, x-linear injection = 730.87 uA/m
sheet current j_x, circular shift = -2.512 uA/m
\end{verbatim}
